# Why a Flat Polar Branch Permits Narrow Domains: A Double-Well Chain

Take two chains of polar cells with the same local double well, 100 meV deep. Both have the same unstable polar phonon at the zone centre, 93.3i cm⁻¹. In the first chain a single reversed cell raises the energy by 31.0 meV and stays reversed, and a domain ten cells wide costs 31.4 meV, almost the same. In the second chain a single wall costs 251 meV and a reversed cell relaxes straight back. The chains differ in one parameter, the spring between neighbouring cells, which shows up in the phonon spectrum as the width of the polar branch.

This is a simple picture of how a flat polar branch can permit very narrow domains, a question raised by hafnia. The numbers here belong to a model with round parameters, not to hafnia itself. The model shows what flatness implies, and also what it does not: it makes walls cheap, but the barriers for switching a whole layer at once remain comparable to the depth of the local well.

## The chain and its branch

Let \(u_n\) be the polar displacement of unit \(n\). In a crystal, a unit is one layer parallel to the wall, moving coherently, with energies counted per lateral cell. The polarization lies in the plane of the wall, so reversal creates no bound charge there. Strain, other phonon modes and temperature are left out. The energy is

\[
E=\sum_n\left[-\frac A2u_n^2+\frac B4u_n^4\right]+\frac K2\sum_n(u_{n+1}-u_n)^2 ,
\]

with \(A,B,K>0\). The local wells lie at \(\pm u_0\), \(u_0^2=A/B\), and their depth is \(V_0=A^2/(4B)=Au_0^2/4\). Adding \(V_0\) per cell, so that the uniform polar state has zero energy, completes the square: the local term becomes \((B/4)(u_n^2-u_0^2)^2\). With \(x_n=u_n/u_0\) and \(k=K/A\),

\[
\frac{E}{Au_0^2}=\sum_n\frac{(x_n^2-1)^2}{4}+\frac k2\sum_n(x_{n+1}-x_n)^2 .
\]

The energy unit is \(Au_0^2=4V_0=400\) meV. No term is negative, so the uniform state is lowest. Narrow domains are therefore permitted, not preferred.

For small motion about the nonpolar state, \(M\ddot u_n=Au_n+K(u_{n+1}+u_{n-1}-2u_n)\). A wave \(e^{i(qna-\omega t)}\), with \(a\) the cell spacing, gives

\[
M\omega^2=C(q)=-A+2K(1-\cos qa).
\]

The width of the branch, measured in \(M\omega^2\), is \(W=4K\), so \(W/A=4k\) is the measure of flatness.

With \(u_0=0.5\) Å, \(A=4V_0/u_0^2=1.6\) eV/Å². The flat chain has \(k=0.02\) and \(W/A=0.08\). For a mass of 50 u its branch runs from 93.3i to 89.5i cm⁻¹. The dispersive chain has \(k=0.5\) and \(W/A=2\), and runs from 93.3i to a real 93.3 cm⁻¹. Flatness should be judged on \(\omega^2\): a change of 8% there appears as 4% in \(\omega\).

## Reading the reversal cost from the branch

The link between branch and cost does not need nearest-neighbour springs. Let the harmonic energy be \(\frac12\sum_{mn}\Phi_{mn}u_mu_n\), with \(C(q)=\sum_r\Phi_{0r}e^{iqra}\), and let the anharmonic terms be local and even. Start from the uniform state, now with \(u_0\) its amplitude, and reverse unit 0 without relaxing anything. Local terms do not change. The cross terms containing unit 0 go from \(u_0^2S\) to \(-u_0^2S\), where \(S=\sum_{r\ne0}\Phi_{0r}=C(0)-\Phi_{00}\). Averaging \(C(q)\) over the zone removes every term with \(r\neq0\), so \(\Phi_{00}=\langle C\rangle\). Hence

\[
\Delta E=-2u_0^2S=2u_0^2\left[\langle C\rangle-C(0)\right]\le 2u_0^2W .
\]

The inequality holds because the average cannot exceed the maximum of \(C\), and \(C(0)\) cannot lie below its minimum. A flat branch thus implies cheap reversal for any bilinear coupling. The identity and the bound were tested with random springs reaching to third neighbours.

For nearest neighbours \(\langle C\rangle-C(0)=2K\), and with \(u_0^2=4V_0/A\)

\[
\Delta E=4Ku_0^2=16V_0\frac KA=4V_0\frac WA .
\]

The flat chain gives \(4\times100\times0.08=32\) meV. A direct count agrees: two bonds are broken, each costing \(\frac K2(2u_0)^2=2Ku_0^2\).

The converse is weaker. The cost follows the average of the branch, so a branch that is low over most of the zone and has a narrow peak also gives cheap reversal. If \(\langle C\rangle<C(0)\), the formula gives a negative cost. Some wavevector is then more unstable than the zone centre, and the uniform polar state has an antipolar or modulated competitor.

## Relaxation, and why domain width hardly matters

Let \(s_n=\pm1\) be the chosen signs and \(x_n=s_n+\delta_n\). At the unrelaxed pattern the coupling has the derivative

\[
g_n=k(2s_n-s_{n-1}-s_{n+1}),
\]

and the well has curvature \(3x^2-1=2\) at \(x=\pm1\). Since \(\delta_n\) is of order \(k\), the cubic well term and the coupling between the \(\delta_n\) enter at order \(k^3\). To order \(k^2\) the energy change is \(\sum_n(g_n\delta_n+\delta_n^2)\). It is smallest at \(\delta_n=-g_n/2\), where it equals \(-\sum_n g_n^2/4\).

For one reversed cell, \(g=-4k\) on that cell and \(2k\) on each neighbour. The gain is \((16+4+4)k^2/4=6k^2\). At a single wall the two adjacent cells have \(g=\mp2k\), and the gain is \((4+4)k^2/4=2k^2\). Therefore

\[
E_1=4k-6k^2+O(k^3),\qquad E_{\rm wall}=2k-2k^2+O(k^3).
\]

At \(k=0.02\) these give \(400(0.08-0.0024)=31.04\) meV and \(400(0.04-0.0008)=15.68\) meV, as the full relaxation does. For a lateral area of 25 Å² the wall energy is 10 mJ/m².

A domain of two or more cells has four cells next to walls, each with \(|g|=2k\), so it costs \(4k-4k^2\), the price of two separate walls. In a one-cell domain both walls pull on the same cell. The doubled force enters squared, and the energy is lower by a further \(2k^2\), or 0.32 meV. To within 0.01 meV this accounts for the computed costs: 31.04 meV for one cell, 31.36 meV for two, and 31.37 meV for three or ten.

The cost also splits into gradient and well energy. At a minimum, changing \(k\) alters the energy to first order only through the explicit factor \(k\), because the derivatives with respect to \(x_n\) vanish. The gradient energy is thus

\[
k\frac{dE_1}{dk}=4k-12k^2 ,
\]

and the remaining \(6k^2\) is well energy. In the flat chain these are 30.08 and 0.96 meV. The cost is nearly all intercell gradient energy, and it is small because the spring is weak. The gradient itself is as steep as it can reasonably be: the displacement goes from \(-0.959\) to \(0.980\) between adjacent cells.

## Why the reversed cell stays reversed

A low cost alone does not make a domain last. It must also sit in a minimum, and for weak coupling this can be proved for every pattern of signs.

Choose any signs \(s_n\) and confine each \(y_n=s_nx_n\) to \(1/\sqrt3\le y_n\le1\). In this box the well energy is strictly convex, since its curvature \(3y^2-1\) vanishes at the inner edge and is positive elsewhere. The coupling energy is a sum of squares and is convex too. The box therefore holds one lowest point. It remains to show that this point is not held there by an edge. The derivative is

\[
\frac{\partial E}{\partial y_n}=y_n^3-y_n+2ky_n-ks_n(x_{n-1}+x_{n+1}).
\]

At the inner edge, \(y_n^3-y_n=-2/(3\sqrt3)\), and the neighbours contribute at most \(2k\). The derivative is negative, so the energy falls towards the interior, if

\[
2k\left(1+\frac1{\sqrt3}\right)<\frac{2}{3\sqrt3}
\quad\Longleftrightarrow\quad
k<\frac{1}{3(1+\sqrt3)}\approx0.122 .
\]

At the outer edge, \(y_n=1\), the derivative is \(2k-ks_n(x_{n-1}+x_{n+1})\ge0\), because neither neighbour exceeds 1 in magnitude. A lowest point on that edge would need a derivative of zero or less, hence zero, and no edge force is needed to hold it. The lowest point is therefore a true stationary state. All its \(y_n\) exceed \(1/\sqrt3\), so every well curvature is positive and the state is a local minimum. An end cell of a finite chain has one neighbour and satisfies a weaker condition.

Thus for \(W/A<0.488\) every sequence of up and down cells is metastable in this model. All 1024 patterns of a ten-cell ring were tested just below the bound. The condition is sufficient, not necessary: a one-cell domain, followed as the spring is stiffened, survives to \(k\approx0.134\), or \(W/A\approx0.54\).

A simple picture shows how it is lost. Hold both neighbours at \(x=1\). The reversed cell is in balance when

\[
x^3-x+2k(x-1)=(x-1)(x^2+x+2k)=0 .
\]

The quadratic factor has the roots \(x=\frac12(-1\pm\sqrt{1-8k})\). The lower root is the reversed minimum and the upper one the barrier top. They merge at \(k=1/8\), beyond which the cell slides back. In the real chain the neighbours lean towards the reversed cell and pull on it less, which moves the limit up from 0.125 to 0.134.

## Cheap walls are not mobile walls

To reverse, a cell must pass the top of its local well. When the spring is weak, the neighbours hardly move with it, and it pays nearly the full well depth. Put that cell at \(x=0\), where the well energy is \(1/4\) and the curvature \(-1\). For a stationary point, a cell with derivative \(g\) and curvature \(c\) shifts by \(-g/c\) and changes the energy by \(-g^2/(2c)\).

When a domain is created, both neighbours are at \(+1\). The two bonds cost \(2\times k/2=k\). The central cell has \(g=-2k\) and contributes \(+2k^2\). Each neighbour has \(g=k\) and contributes \(-k^2/4\). The barrier is

\[
E_{\rm create}=\frac14+k+\frac32k^2+O(k^3).
\]

Subtracting \(E_1\) gives the barrier that protects the domain:

\[
E_{\rm erase}=\frac14-3k+\frac{15}2k^2+O(k^3).
\]

When a wall moves by one cell, the neighbours are at \(-1\) and \(+1\). The bonds again cost \(k\), but the pulls on the central cell cancel. The neighbours have \(g=\mp k\) and together contribute \(-k^2/2\). Subtracting the wall energy gives

\[
E_{\rm move}=\frac14+k-\frac{k^2}2-(2k-2k^2)=\frac14-k+\frac32k^2+O(k^3).
\]

All three tend to \(1/4\), that is, to \(V_0\), as the branch becomes flat. For the flat chain they are 108, 77 and 92 meV. Each saddle was followed downhill and reached the two states it should connect.

An existing wall thus lowers the barrier for the next cell from 108 to 92 meV, about 15%. Measured by the barrier per lateral cell, growth from a wall has only a modest advantage over reversing a fresh cell elsewhere. With thermal activation the advantage could be much larger, because the difference is multiplied by the area that moves together. A low wall energy must not be read as a low coercive field. The term \(-k\) in \(E_{\rm move}\) even points the other way: a stiffer spring makes a wall dearer but easier to move. With the moving cell at \(x=0\), the jump across the wall is split into two halves, and the bond energy falls from \(2k\) to \(k\).

These are barriers per lateral cell for a layer that moves as a whole, so the total grows with the area of the layer. A real layer can instead reverse by a patch that spreads sideways. That path depends on in-plane couplings, which the chain does not contain.

## The opposite limit: a dispersive branch

When \(k\) is large, \(x\) changes slowly from cell to cell and the sum may be replaced by an integral over \(n\). Completing the square,

\[
E\simeq\int\frac12\left[\sqrt k\,x'-\frac{1-x^2}{\sqrt2}\right]^2dn+\sqrt{\frac k2}\int(1-x^2)\,x'\,dn .
\]

The two squared terms restore the gradient and well energies, and the second integral cancels the cross term. For a wall from \(-1\) to \(+1\) that integral is \(\int_{-1}^{1}(1-x^2)dx=4/3\), whatever the profile. The energy is lowest when the bracket vanishes, \(x'=(1-x^2)/\sqrt{2k}\), which gives

\[
x=\tanh\frac{n}{\sqrt{2k}},\qquad E_{\rm wall}=\frac{2\sqrt2}{3}\sqrt k .
\]

The wall spreads to reduce its gradient energy and pays for this with cells held partly up their wells. Its energy grows as \(\sqrt K\), not as \(K\). At \(k=4\) the discrete chain gives 1.878 and the formula 1.886, a difference of 0.4%.

The dispersive example, \(k=0.5\), lies between the limits. The formula gives \(400\times0.667=267\) meV and the discrete chain 251 meV, 6% lower. The first cell beside the wall reaches 0.56 of the full displacement and the second 0.92; in the flat chain the first already reaches 0.98. The spring is 25 times stiffer than in the flat chain, but the wall energy is 16 times higher, because the wall can spread.

Sharp blocks of one, two or three reversed cells collapse when this chain is relaxed downhill. A block of four survives with its width unchanged. A narrower minimum reached from another starting shape is not excluded for two or three cells. A likely reading is that the tails of close walls overlap and attract, while the lattice pins walls that are far enough apart; the two forces were not separated here.

## Where the inference fails

**One flat direction.** Flatness along one line of wavevectors concerns layers normal to that line. For a single cell in a cubic arrangement with springs \(K_x,K_y,K_z\), six bonds break and the unrelaxed cost is \(4u_0^2(K_x+K_y+K_z)\). Here \(4u_0^2=1\) Å². If the weak spring of 0.032 eV/Å² acts along \(z\) and the stiff one of 0.8 eV/Å² along \(x\) and \(y\), an isolated cell costs 1.63 eV, while a full reversed layer costs 0.032 eV per lateral cell. Such a crystal permits thin slabs without edges, not isolated reversed cells. An edge matters. With these springs an in-plane wall (\(k=0.5\)) needs only about 9 meV to move by one cell, while the interlayer bonds push the edge of a one-layer slab back by about 31 meV per cell. A one-layer slab with a straight edge then retracts downhill and vanishes; slabs of two or three layers stay pinned.

**Anharmonic coupling between cells.** Phonons see the energy near one reference state, whereas reversal crosses from one well to the other. Replace \(x_n\) in the coupling by

\[
h(x)=\frac{5x^3-3x^5}{2},\qquad h'(x)=\frac{15}{2}x^2(1-x^2).
\]

The slope vanishes at \(x=0\) and at \(x=\pm1\). Small motions change \(h\) at third order about the nonpolar state and at second order about the polar state. The squared difference between cells is therefore of at least fourth order, and both branches are flat. But \(h(\pm1)=\pm1\), and reversing a cell without relaxation still costs \(4k\), where the branch formula gives zero. At \(k=0.5\) this is 800 meV, with no trace in either branch.

Because \(h'(\pm1)=0\), the sharp pattern is stationary. With \(h''(\pm1)=\mp15\), the reversed cell has curvature \(2+2k(-2)(15)=2-60k\), each neighbour has \(2+k(2)(-15)=2-30k\), and there are no cross terms. For \(k<1/30\) the reversed cell is thus a true minimum that costs exactly \(4k\), although both branches are flat. This is at most 53 meV. At \(k=0.5\) the sharp pattern is unstable, so the 800 meV is an unrelaxed cost and not the energy of a lasting domain. A lasting reversed cell still exists there, at much lower cost: \(h\) changes sign at \(|x|=\sqrt{5/3}\) and equals \(+1\) at \(x\approx-1.385\), where the bonds cost nothing and the well costs 84 meV. The relaxed minimum lies at \(x\approx-1.38\) and costs 82 meV, against zero from the branch formula. The coupling is artificial, but it shows that a cost comparable to \(V_0\) can hide behind flat phonons: they are evidence for cheap reversal, not proof.

**Charged walls.** If the polarization has a component along the chain, reversal puts bound charge on the walls. The electrostatic energy is then long-ranged and depends on screening, and the present estimate does not apply.

**Other modes.** In hafnia the polar displacement of oxygen coexists with other distortions of the parent structure. A wall may leave these unchanged or reverse some of them, and the wall energies then differ. A single coordinate per layer cannot tell such walls apart. The polar well may also owe its depth to coupling with these distortions; \(A\) then cannot be read from an unstable polar phonon of the parent structure. In the polar orthorhombic phase, layers with polar oxygen displacements alternate with layers that have little. It is plausible that these spacers weaken the coupling, but the chain takes a weak spring as given and does not explain it.

## What to do with a computed branch

1. Plot the signed \(\omega^2\) along the wall normal. If the atomic pattern changes with \(q\), project the force constants on one fixed polar pattern, because the reversal formula refers to one local displacement.
2. Compute \(2u_0^2[\langle C\rangle-C(0)]\) as a first estimate of the cost of a reversed layer. With nearest-neighbour coupling this equals \(u_0^2W\); the form \(4V_0W/A\) also requires a quartic local well. Half of this cost is a wall energy when the coupling stops at nearest neighbours, but in general not otherwise: one reversed layer breaks two bonds of each range, while a single wall breaks \(r\) bonds of range \(r\), so with springs \(K_r\) of range \(r\) the two agree only if \(\sum_r(r-1)K_r=0\).
3. Compare \(W/A\) with 0.49. Below it, the nearest-neighbour model guarantees that one-layer domains are metastable, provided each layer moves as a whole and has no edge. The barrier that protects them shrinks as \(W/A\) grows, so near the limit they are easily erased. Well above 0.54, it says they collapse. Both limits belong to the quartic well and shift if the local well has another shape.
4. Reverse one layer in a supercell and relax it. This is the decisive check. A cost far above the estimate points to anharmonic intercell coupling, or to another mode that had to change.
5. Calculate the switching barrier separately, including paths on which a patch spreads within the layer.

For a memory capacitor, the flat limit of this model allows dense metastable patterns, since neighbouring layers influence one another only weakly. This holds for layers without edges; if the in-plane coupling is stiff, a one-layer domain with an edge can retract with no barrier. How long the patterns last at a given temperature is not answered here. The same independence removes most of the help that a moving wall gives to switching. A lower barrier for wall motion can come from a shallower local well, from an easier path within the layer if one exists, or from a stiffer spring, which also weakens the protection of narrow domains. Making the branch still flatter does the opposite: it raises this barrier towards \(V_0\). The printed values are collected in the numerical output below.

## Values computed for the example and the checks

```
well depth V0 = 100 meV; u0 = 0.50 angstrom
mass = 50 u; lateral area = 25 angstrom^2
local instability A = 1.600 eV/angstrom^2
negative wavenumber = imaginary frequency
flat: k = 0.02, K = 0.032 eV/angstrom^2
  branch width / instability = 0.080
  wavenumber at zone centre = -93.3 1/cm
  wavenumber at zone edge = -89.5 1/cm
dispersive: k = 0.50, K = 0.800 eV/angstrom^2
  branch width / instability = 2.000
  wavenumber at zone centre = -93.3 1/cm
  wavenumber at zone edge = 93.3 1/cm
flat: unrelaxed one-cell cost = 32.00 meV
flat: relaxed one-cell cost = 31.04 meV
flat:   its gradient part = 30.08 meV
flat:   its local-well part = 0.96 meV
flat: single-wall energy = 15.68 meV
flat: barrier to create one-cell domain = 108.25 meV
flat: barrier to erase one-cell domain = 77.21 meV
flat: barrier to move wall by one cell = 92.24 meV
flat: wall energy per area = 10.05 mJ/m^2
flat: cost of domain 1 cells wide = 31.040 meV
flat: cost of domain 2 cells wide = 31.363 meV
flat: cost of domain 3 cells wide = 31.366 meV
flat: cost of domain 10 cells wide = 31.366 meV
flat: x in reversed cell, neighbour = -0.9587, 0.9802
flat: x in first three cells beside wall = [0.98   0.9998 1.    ]
dispersive: x in first three cells beside wall = [0.5624 0.9182 0.9858]
dispersive: single-wall energy = 251.4 meV
dispersive: wall energy per area = 161.1 mJ/m^2
dispersive / flat wall energy = 16.0
dispersive: first surviving starting block = 4 cells
dispersive: its width after relaxation = 4 cells
proven bound for all patterns: k = 0.1220, width/instability = 0.488
one-cell domain limit: k = 0.134, width/instability = 0.54
k = 4: wall energy discrete, continuum = 1.8776, 1.8856 (units 4 V0)
hidden coupling k = 0.5: larger branch width / instability = 0.0000
hidden coupling: one-cell reversal cost = 800.0 meV
```
